# Positive semidefiniteness of the electron repulsion matrix and its Cholesky factorization, part 3

Does the positivity of the electron repulsion matrix survive in a real molecule with a real basis set? Hartree atomic units are used. For $n$ orbitals $\phi_p$, with $\rho_{pq}=\phi_p^*\phi_q$, the matrix is

$$V_{(pq),(rs)}=(pq|rs)=\iint\frac{\rho_{pq}(\mathbf r_1)\rho_{rs}(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

$M_{(pq),(rs)}=(qp|rs)$ equals $V$ for real orbitals. Letters $I,J$ denote ordered pairs, and $\hat\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$. With $\rho=\sum_Jc_J\rho_J$ and $E[\rho]=\iint\rho^*(\mathbf r_1)\rho(\mathbf r_2)/r_{12}\,d^3r_1\,d^3r_2$, the earlier results are

$$\int_{-\infty}^\infty e^{-\beta u^2}e^{iux}\,du=\sqrt{\frac{\pi}{\beta}}\;e^{-x^2/4\beta},\tag{2}$$

$$c^\dagger Mc=E[\rho]=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat\rho(\mathbf k)|^2\ge0 ,\tag{4}$$

$$M_{IJ}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\hat\rho_I(\mathbf k)^*\,\hat\rho_J(\mathbf k),\tag{5}$$

$$\operatorname{rank}M=\dim\operatorname{span}\{\rho_{pq}\}.\tag{6}$$

For real orbitals, the $n(n-1)/2$ independent antisymmetric arrays $c_{pq}=-c_{qp}$ are null vectors, so the rank is at most $n(n+1)/2$. The matrix $\langle pq|rs\rangle=(pr|qs)$ is instead positive definite for linearly independent orbitals, with rank $n^2$.

Under $\phi'_p=\sum_\mu C_{\mu p}\phi_\mu$ with real orbitals, $V'=T^TVT$, where $T_{(\mu\nu),(pq)}=C_{\mu p}C_{\nu q}$.

Three examples are cited:

- A unit Gaussian charge $(a/\pi)^{3/2}e^{-ar^2}$ has the diagonal element $\sqrt{2a/\pi}$. Two such charges at small separation give a small positive eigenvalue, belonging to their difference.
- For the complex orbitals $\phi_\pm=(p_x\pm ip_y)/\sqrt2$, the block of $V$ on the pairs $(+-),(-+)$ has zero diagonal and off-diagonal elements $K=2(xy|xy)$, where $(xy|xy)$ has $p_xp_y$ on both sides. Its eigenvalues are $\pm K$.
- The non-negative kernel $w(r)=r^2e^{-\gamma r^2}$, $\gamma=0.5$ bohr$^{-2}$, is not positive semidefinite. For two unit Gaussian charges with $a=4$ bohr$^{-2}$, 1.5 bohr apart, its matrix elements are $W_{11}=0.429325$ and $W_{12}=0.593472$ hartree.

**A.** Take water with a chosen geometry, O–H $=1.81$ bohr and an angle of $104.5^\circ$, in the 6-31G basis of real normalized Gaussian functions. Oxygen carries three $s$ functions and two $p$ shells, $3+6=9$ functions, and each hydrogen carries two $s$ functions, so $n=9+2+2=13$. There are $13^2=169$ ordered pairs, $13\cdot14/2=91$ symmetric combinations and $13\cdot12/2=78$ antisymmetric ones. The integrals $(pq|rs)$ over the atomic functions come from a standard analytic Gaussian integral code in double precision.

Formula (5) can be evaluated on its own for the six functions that consist of a single Gaussian: the outer oxygen $s$ and the three outer oxygen $p$ functions, of exponent $0.2700$ bohr$^{-2}$, and the outer $s$ on each hydrogen, of exponent $0.1613$ bohr$^{-2}$. The transforms of their 36 products are analytic. Each decays at least as fast as a polynomial times $e^{-k^2/4a}$ with $a=2\times0.2700$ bohr$^{-2}$, so the radial integral can be cut at $k=8$ bohr$^{-1}$. Once the $k^2$ has cancelled the integrand is smooth. A product rule with 40 Gauss–Legendre points in $k$, 24 in $\cos\theta$ and 48 equally spaced azimuthal angles gives a $36\times36$ matrix whose largest absolute difference from the analytic integrals is $1.7\times10^{-14}$ hartree. One element can be followed by hand. The square of the outer oxygen $s$ function is a unit Gaussian charge with $a=2\times0.2700$, and $\sqrt{2a/\pi}=\sqrt{4\times0.2700/\pi}=0.5863$ hartree to the four figures of the exponent. Both numerical routes give $0.58632931$ hartree with the unrounded exponent.

The complex example can be given numbers with the outer $p$ shell of oxygen. There $(xy|xy)=0.029316$ hartree, and $K=2(xy|xy)=0.058633$ hartree, the last digit reflecting the unrounded value. Transforming the integrals explicitly to $\phi_\pm$ gives a block of $(pq|rs)$ with eigenvalues $-0.058633$ and $+0.058633$ hartree.

**Q.** And the spectrum of the whole $169\times169$ matrix?

**A.** Direct diagonalization gives a largest eigenvalue of $15.275$ hartree and a lowest of $-1.1\times10^{-15}$ hartree.

**Q.** That is negative.

**A.** It is a zero eigenvalue seen through rounding. If the stored matrix is $V+\Delta$, then for a unit null vector $c^T(V+\Delta)c=c^T\Delta c$, which has either sign and is bounded by the largest eigenvalue of $\Delta$ in magnitude. Double-precision arithmetic has a relative rounding error of roughly $10^{-16}$, and multiplied by a matrix of scale 15 hartree that is of order $10^{-15}$ hartree. The same bound applies to integrals that are neglected or approximated on purpose, provided the stored matrix stays symmetric: no eigenvalue can fall below zero by more than the largest eigenvalue of $\Delta$ in magnitude. That can be several times the largest error in any single integral, because many small errors can add up.

The count of zeros is more informative. There are 81 eigenvalues below $10^{-12}$ hartree, and the next is $1.72\times10^{-10}$ hartree, so the rank is $169-81=88$.

**Q.** You promised 78 null vectors and a rank of at most 91. Where do three more come from?

**A.** From (6), which counts independent products and not pairs of labels. Oxygen has two $p$ shells with different radial factors, $p_x=xf(r)$ and $p'_x=xg(r)$, and likewise for $y$ and $z$. Then

$$p_x\,p'_y=xy\,fg=p_y\,p'_x .$$

The label pairs $(p_x,p'_y)$ and $(p_y,p'_x)$ are not swaps of each other, since the swap of the first is $(p'_y,p_x)$, so this relation is additional to the antisymmetric ones. It occurs for $xy$, $xz$ and $yz$, which gives $78+3=81$ null vectors and a rank of at most $91-3=88$. That there are no further relations in this basis is a numerical finding. It can be obtained without any repulsion integral: evaluate the 91 products on an atom-centred integration grid, scale each point by the square root of the magnitude of its weight, and take the singular values of the resulting table. The number above $10^{-11}$ of the largest is 88, equal to the rank of $V$.

The nonzero eigenvalues run from $15.275$ down to $1.72\times10^{-10}$ hartree. By (4), a small eigenvalue means that a combination of products with unit coefficient vector has a very small Coulomb self-energy, as for the two Gaussians at small separation. As a conjecture, the smallest ones involve products of the tight oxygen core function with the slowly varying functions, which look alike over the core region. For comparison, the matrix $\langle pq|rs\rangle$ built from the same integrals has a lowest eigenvalue of $1.546\times10^{-3}$ hartree and the full rank 169.

**Q.** What does the theorem buy? Why should a Cholesky factorization need it?

**A.** Let the orbitals be real, so that $V$ is real and symmetric. Three statements follow in turn.

The first is the Schwarz bound. Let $e_I$ be the unit vector for pair $I$ and put $c=e_I-\lambda e_J$ with real $\lambda$. Then $V_{II}-2\lambda V_{IJ}+\lambda^2V_{JJ}\ge0$ for all $\lambda$. If $V_{JJ}>0$, the choice $\lambda=V_{IJ}/V_{JJ}$ gives $V_{II}-V_{IJ}^2/V_{JJ}\ge0$. If $V_{JJ}=0$, a linear function of $\lambda$ can stay non-negative only if its slope vanishes, so $V_{IJ}=0$. In both cases

$$|V_{IJ}|\le\sqrt{V_{II}V_{JJ}}\le\max_KV_{KK}.\tag{7}$$

The $n^2$ diagonal elements bound all $n^4$ integrals. The kernel $w$ violates (7), since $W_{12}=0.593472$ exceeds $W_{11}=0.429325$.

The second concerns one Cholesky step. Choose a pivot $J$ with $V_{JJ}>0$, define the vector $L_I=V_{IJ}/\sqrt{V_{JJ}}$, which is real because the pivot is positive, and form the residual $R=V-LL^T$, that is $R_{IK}=V_{IK}-V_{IJ}V_{JK}/V_{JJ}$. For real $c$ let $m=(Vc)_J$. Then $c^TRc=c^TVc-m^2/V_{JJ}$. On the other hand

$$(c-\lambda e_J)^TV(c-\lambda e_J)=c^TVc-2\lambda m+\lambda^2V_{JJ},$$

whose minimum over $\lambda$ lies at $\lambda=m/V_{JJ}$ and equals $c^TVc-m^2/V_{JJ}$. Therefore

$$c^TRc=\min_\lambda\,(c-\lambda e_J)^TV(c-\lambda e_J)\ge0 .\tag{8}$$

Real vectors suffice, because for $c=u+iv$ and a real symmetric $R$ one has $c^\dagger Rc=u^TRu+v^TRv$. The residual is again positive semidefinite, so the step can be repeated on it and never meets a negative pivot in exact arithmetic.

The third is termination. If $Vc=0$ then $m=0$ and $Rc=0$. In addition $(Re_J)_I=V_{IJ}-V_{IJ}=0$, while $Ve_J\ne0$, so the null space grows by at least one dimension. Since $V=R+LL^T$, the rank of $V$ exceeds that of $R$ by at most one. Each step thus lowers the rank by exactly one, and the process ends with $R=0$ after $\operatorname{rank}V$ steps.

In the pivoted algorithm one keeps the residual diagonal $d_I$, starting from $V_{II}$. At step $\gamma$ one picks the $J$ with the largest $d_J$, computes

$$L^\gamma_I=\frac{V_{IJ}-\sum_{\gamma'<\gamma}L^{\gamma'}_IL^{\gamma'}_J}{\sqrt{d_J}},\qquad d_I\leftarrow d_I-(L^\gamma_I)^2,$$

and stops when $\max_Id_I\le\delta$. Applying (7) to the residual gives

$$\Big|(pq|rs)-\sum_\gamma L^\gamma_{pq}L^\gamma_{rs}\Big|\le\max_Id_I\le\delta$$

for every integral, including those in columns that were never computed.

**Q.** Show me that on the water matrix, and tell me what happens to an energy.

**A.** A restricted Hartree–Fock calculation in this basis gives a total energy of $-75.983982$ hartree and a spin-summed density matrix $D$, with electron density $n(\mathbf r)=\sum_{pq}D_{pq}\phi_p\phi_q$. Read as a vector in pair space, $D$ gives the Coulomb (Hartree) energy $E_J=\frac12E[n]=\frac12D^TVD=46.74869$ hartree, or $1272.097$ eV. These are values for the 6-31G basis and are not converged with respect to it: in cc-pVDZ and cc-pVTZ the total energy is $-76.0268$ and $-76.0571$ hartree, and $E_J$ is $46.901$ and $46.821$ hartree. With the factorization, $V=\sum_\gamma L^\gamma(L^\gamma)^T+R$, so

$$E_J-\tfrac12\sum_\gamma(L^\gamma\cdot D)^2=\tfrac12D^TRD\ge0 .$$

At fixed $D$ the approximation approaches $E_J$ from below, and each added vector contributes a non-negative term. The pivoted algorithm on the atomic-orbital matrix gives the following, where errors are absolute, in hartree, and measured from the unfactorized integrals in the same basis. The molecule lies in the $xz$ plane with its twofold axis along $z$. The eigenvalues of $V$ do not depend on the orientation, but the pivots are products of Cartesian $p$ functions and do: in three randomly rotated frames the number of vectors changes by at most one and the errors and deficits by up to a factor of about two, the errors always remaining below $\delta$.

| $\delta$ | vectors | largest integral error | $E_J$ deficit |
|---|---|---|---|
| $10^{-2}$ | 25 | $8.63\times10^{-3}$ | $6.08\times10^{-2}$ |
| $10^{-4}$ | 55 | $8.12\times10^{-5}$ | $3.88\times10^{-5}$ |
| $10^{-6}$ | 77 | $5.52\times10^{-7}$ | $7.12\times10^{-9}$ |
| $10^{-8}$ | 84 | $7.15\times10^{-9}$ | $3.43\times10^{-11}$ |

Each largest error lies below its $\delta$, each deficit is positive, and the number of vectors stays below the rank of 88. In so small a basis the saving at tight thresholds is slight, 84 vectors against 91 symmetric pairs at $\delta=10^{-8}$ hartree, and one molecule in one basis says nothing about how the count grows with size.

**Q.** The first deficit, $6.08\times10^{-2}$ hartree, is larger than $\delta=10^{-2}$ hartree. Does that not break your bound?

**A.** The bound $\delta$ is on single integrals, and the energy is a weighted sum of many. Bounding each residual element by $\delta$ gives only $\frac12D^TRD\le\frac12\delta\,(\sum_{pq}|D_{pq}|)^2$, and the factor multiplying $\delta$ need not be below 1. Relative to $E_J$ the first deficit is $0.0608/46.75$, about one part in a thousand.

The table also shows the deficit falling faster than $\delta$ and lying below it in the last three rows. Equation (8) says what the deficit is. Applying it to the second step and then to the first,

$$c^TR^{(2)}c=\min_{\lambda_2}\min_{\lambda_1}\,(c-\lambda_2e_{J_2}-\lambda_1e_{J_1})^TV(c-\lambda_2e_{J_2}-\lambda_1e_{J_1}),$$

and so on for any number of steps. With $c=D$, the deficit is $\frac12\min_\lambda E[\,n-\sum_\gamma\lambda_\gamma\rho_{J_\gamma}]$, the self-energy of what is left of the density after the best fit by the pivot products in the Coulomb metric. This is density fitting with the pivot products as the fitting set, and the error is quadratic in the unfitted density. It does not fix the rate at which the deficit falls with $\delta$. As a conjecture, the rate is fast here because the ground-state density has little weight on the combinations of products that are picked up last.

The one-sided statement does not extend to the total energy. For a closed shell the two-electron energy is $E_J-\sum_{ij}(ij|ji)$ over occupied spatial orbitals $\phi_i=\sum_pC_{pi}\phi_p$. For real orbitals each exchange integral is $c^TVc$ with $c_{pq}=C_{pi}C_{qj}$, so it too is underestimated by $c^TRc\ge0$, but it enters with a minus sign. The two errors have opposite signs and the theorem does not say which is larger.

**Q.** Finally, where does this enter auxiliary-field Monte Carlo?

**A.** It supplies the form in which the interaction is decoupled. Take real orthonormal orbitals; vectors computed over atomic functions carry over as $L'^\gamma_{pq}=\sum_{\mu\nu}C_{\mu p}L^\gamma_{\mu\nu}C_{\nu q}$, by the rule $V'=T^TVT$. The interaction is

$$\hat V=\tfrac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

The anticommutation rules give $a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}=\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\tau}-a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{q\sigma}a_{s\tau}$, and exchanging the last two annihilators reverses the sign of the final term. Hence $a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}=a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}-\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\tau}$. With $\hat E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $(pq|rs)=\sum_\gamma L^\gamma_{pq}L^\gamma_{rs}$,

$$\hat V=\tfrac12\sum_\gamma\hat v_\gamma^2-\tfrac12\sum_{ps}\Big[\sum_q(pq|qs)\Big]\hat E_{ps},\qquad\hat v_\gamma=\sum_{pq}L^\gamma_{pq}\hat E_{pq}.$$

The second term is a one-body operator and joins the kinetic and nuclear terms. Each $L^\gamma_{pq}$ is real, and it is symmetric in $p,q$ because rows $(pq)$ and $(qp)$ of $V$ are identical, a property that every residual inherits. Since $\hat E_{pq}^\dagger=\hat E_{qp}$, each $\hat v_\gamma$ is Hermitian with real eigenvalues $v$. Equation (2) with $\beta=\frac12$ and $x=\sqrt{\Delta\tau}\,v$ reads $e^{-\Delta\tau v^2/2}=\int\frac{du}{\sqrt{2\pi}}e^{-u^2/2}e^{iu\sqrt{\Delta\tau}\,v}$. Applied in the eigenbasis of $\hat v_\gamma$ it is the Hubbard–Stratonovich transformation,

$$e^{-\Delta\tau\,\hat v_\gamma^2/2}=\int\frac{du_\gamma}{\sqrt{2\pi}}\,e^{-u_\gamma^2/2}\,e^{\,iu_\gamma\sqrt{\Delta\tau}\,\hat v_\gamma}.$$

This is exact for one $\gamma$. Different $\hat v_\gamma$ do not commute in general, so writing $e^{-\Delta\tau\hat V}$ as a plain product of such factors and a one-body exponential leaves an error of order $\Delta\tau^2$ per imaginary-time step $\Delta\tau$, which a symmetric arrangement of the factors reduces to order $\Delta\tau^3$. There is one auxiliary field $u_\gamma$ per Cholesky vector, at most 88 for the water basis above. Because $V$ is positive semidefinite, every square in this decomposition enters with a plus sign and every field couples through the factor $i$. An indefinite matrix could still be decoupled through its eigenvectors, a negative eigenvalue giving a term $-\frac12\hat v^2$ and a real coupling $e^{u\sqrt{\Delta\tau}\,\hat v}$. It could not be handled by the pivoted recursion, whose real square roots, diagonal stopping rule and error bound all rest on (7) and (8).
